\section*{Schrödinger–Poisson by Predictor-Corrector: Convergence Without Underrelaxation}

\section{The number that controls the iteration}

Electrons in a quantum well sit at a distance $d$ from a gate, in a medium of permittivity $\varepsilon$. Suppose that an iteration has the potential energy in the well wrong by $\delta V$. The sheet density then responds by $-g\,\delta V$, where $g$ is a number of states per energy and area. This charge acts back through Poisson's equation. The returned error divided by $\delta V$ is dimensionless and linear in both $g$ and the Coulomb factor $q^2/\varepsilon$, which has dimension energy times length. Since $gq^2/\varepsilon$ is an inverse length, the ratio must be
\begin{equation}
-\lambda,\qquad \lambda = C\,\frac{g q^2 d}{\varepsilon},
\label{eq:scale}
\end{equation}
with $C$ depending on ratios of lengths, such as well width to $d$. The minus sign expresses repulsion: too high a potential expels electrons, and their absence lowers the next potential. If $\lambda>1$, the reply exceeds the error that caused it. The predictor-corrector scheme lets the charge respond while Poisson's equation is being solved.

\section{Equations and discretization}

We treat one parabolic band with uniform mass $m$, in equilibrium, at the Hartree level; exchange and correlation are left out. Energies are measured from the Fermi level. With $V=-q\phi$ and band offset $\Delta E(z)$,
\begin{equation}
\left[-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+\Delta E+V\right]\psi_k=E_k\psi_k ,
\end{equation}
where $\psi_k$ is real, normalized, and zero at $z=0$ and $z=L$. In-plane motion gives each subband $g_0=m/(\pi\hbar^2)$ states per area and energy, spin included. Its sheet density is
\begin{equation}
N(E_k)=\int_{E_k}^{\infty}\frac{g_0\,dE}{1+e^{E/k_BT}}
=g_0k_BT\ln\!\left(1+e^{-E_k/k_BT}\right),
\end{equation}
and we define
\begin{equation}
g(E)=-\frac{dN}{dE}=\frac{g_0}{1+e^{E/k_BT}} .
\end{equation}
This function is positive and decreasing, which the convergence proof will use. The electron density is $n[V]=\sum_k\psi_k^2N(E_k)$.

For fully ionized donors, Poisson's equation is $(\varepsilon\phi')'=-q(N_D-n)$. Inserting $\phi=-V/q$ and dividing by $q$ gives
\begin{equation}
-\frac{d}{dz}\left(\frac{\varepsilon}{q^2}\frac{dV}{dz}\right)=n[V]-N_D .
\label{eq:poisson}
\end{equation}
We fix $V(0)=V_G$ at the gate and set $V'(L)=0$.

Divide the stack into cells of width $h$, with material interfaces on cell faces. Between two cell centres the half-cells act in series, so the flux is
\begin{equation}
\frac{1}{q^2}\,\frac{V_{i+1}-V_i}{h/(2\varepsilon_i)+h/(2\varepsilon_{i+1})} .
\end{equation}
Balancing fluxes gives $AV=n[V]-N_D+b$, where $b$ contains $V_G$. Errors obey the homogeneous conditions $v(0)=0$, $v'(L)=0$. Integration by parts then gives $\langle v|A|v\rangle=\int(\varepsilon/q^2)v'^2dz$, which vanishes only for $v=0$. Thus $A$ is symmetric and positive definite. Its inverse has the kernel
\begin{equation}
G(z,z')=\int_0^{\min(z,z')}\frac{q^2}{\varepsilon(s)}\,ds ,
\end{equation}
because $(\varepsilon/q^2)\,\partial_zG$ is 1 for $z<z'$ and 0 beyond, so that minus its derivative is $\delta(z-z')$.

Below, integrals stand for grid sums and operators for finite matrices. All grid eigenstates are retained, so they form a complete set.

\section{The response of the electrons}

Let $V$ change by a small $v$, with $v_{kl}=\langle\psi_k|v|\psi_l\rangle$. First-order perturbation theory gives $\delta E_k=v_{kk}$ and $\delta\psi_k=\sum_{l\ne k}\psi_lv_{lk}/(E_k-E_l)$. Therefore
\begin{align}
\delta n&=-\sum_k g(E_k)\psi_k^2v_{kk}
+2\sum_{k\ne l}N(E_k)\frac{\psi_k\psi_lv_{kl}}{E_k-E_l}\nonumber\\
&=-\sum_k g(E_k)\psi_k^2v_{kk}
+\sum_{k\ne l}\frac{N(E_k)-N(E_l)}{E_k-E_l}\psi_k\psi_lv_{kl}.
\end{align}
The second line averages the double sum with its copy in which $k$ and $l$ are exchanged. Since $N(E_k)-N(E_l)=\int_{E_k}^{E_l}g\,dE$, the quotient is minus the mean of $g$ between the two levels. Hence
\begin{equation}
\begin{gathered}
\delta n=-Xv,\qquad \langle v|X|v\rangle=\sum_{kl}W_{kl}v_{kl}^2\ge0,\\
W_{kl}=\frac{1}{E_l-E_k}\int_{E_k}^{E_l}g\,dE,\qquad W_{kk}=g(E_k).
\end{gathered}
\label{eq:X}
\end{equation}

This sign makes the self-consistent solution unique. If $V_1$ and $V_2$ both solve the equations and $w=V_2-V_1$, subtraction gives $Aw=n[V_2]-n[V_1]=-\int_0^1X(V_1+sw)\,w\,ds$. Multiplying by $w$,
\begin{equation}
\langle w|A|w\rangle=-\int_0^1\langle w|X(V_1+sw)|w\rangle\,ds\le0,
\end{equation}
which forces $w=0$.

\section{Why plain iteration needs damping}

Plain iteration solves $AV_{\rm new}=n[V_{\rm old}]-N_D+b$. Near the solution its error obeys $e_{\rm new}=-A^{-1}Xe_{\rm old}$. The problem $Xv=\lambda Av$ has real $\lambda\ge0$, so the error factors are $-\lambda$. A generic error grows if $\lambda_{\max}>1$.

Accepting a fraction $\alpha$ of each update changes the factors to
\begin{equation}
(1-\alpha)-\alpha\lambda=1-\alpha(1+\lambda).
\end{equation}
All have modulus below 1 when $0<\alpha<2/(1+\lambda_{\max})$. The smallest $\lambda$ is practically zero. The best $\alpha$ balances the two ends, $1-\alpha=\alpha(1+\lambda_{\max})-1$, giving
\begin{equation}
\alpha_{\rm best}=\frac{2}{2+\lambda_{\max}},\qquad
\text{error factor }\frac{\lambda_{\max}}{2+\lambda_{\max}} .
\label{eq:best}
\end{equation}
The damping required by the stiffest error thus slows all the harmless ones.

To recover \eqref{eq:scale}, use $\lambda_{\max}=\max_v\langle v|X|v\rangle/\langle v|A|v\rangle$. Keep only the term $k=l=1$ of $X$ and choose $v=A^{-1}\psi_1^2$. Numerator and denominator are then $g(E_1)\langle\psi_1^2|A^{-1}|\psi_1^2\rangle^2$ and $\langle\psi_1^2|A^{-1}|\psi_1^2\rangle$, so
\begin{equation}
\lambda_{\max}\ge g(E_1)\iint\psi_1^2(z)\,G(z,z')\,\psi_1^2(z')\,dz\,dz'
\simeq\frac{g(E_1)q^2d}{\varepsilon}.
\label{eq:lower}
\end{equation}
The last form holds for a layer thin compared with $d$.

\section{Shifting the subbands locally}

The predictor keeps the old wave functions but lets each level follow the change of potential at each point:
\begin{equation}
\tilde n(z;V)=\sum_k\psi_{k,\rm old}^2(z)\,
N\bigl(E_{k,\rm old}+V(z)-V_{\rm old}(z)\bigr).
\label{eq:pred}
\end{equation}
One solves $AV=\tilde n(V)-N_D+b$ for $V$; a new diagonalization then corrects the wave functions and energies. At convergence $V=V_{\rm old}$ and $\tilde n=n[V]$, so the solution is that of the original equations.

For a rigid shift $V-V_{\rm old}=c$, the wave functions do not change and every level moves by $c$, so \eqref{eq:pred} is exact. For other changes it is an approximation whose effect we now find. Define $D(z)=\sum_k\psi_k^2(z)g(E_k)$. Write $V_{\rm old}=V_*+e$ and $V=V_*+e'$, where $V_*$ is the solution. To first order,
\begin{equation}
\tilde n=n[V_{\rm old}]-D(e'-e)=n[V_*]-Xe-De'+De .
\end{equation}
Subtracting the equation for $V_*$ gives $Ae'=-Xe-De'+De$, or
\begin{equation}
(A+D)e'=(D-X)e .
\label{eq:main}
\end{equation}
Compare $Ae'=-Xe$ for plain iteration. The predicted response $D$ has moved to the left, where it screens the new error, and on the right only the misprediction $D-X$ remains. Newton's method for the full problem would have $A+X$ on the left and zero on the right; the scheme replaces the nonlocal $X$ by the diagonal $D$.

\subsection{Proof of local convergence}

Completeness gives $\langle\psi_k|v^2|\psi_k\rangle=\sum_lv_{kl}^2$. Therefore
\begin{equation}
\langle v|D|v\rangle=\sum_{kl}g(E_k)v_{kl}^2
=\sum_{kl}\frac{g(E_k)+g(E_l)}{2}\,v_{kl}^2 ,
\label{eq:D}
\end{equation}
the last step using $v_{kl}^2=v_{lk}^2$. Because $g$ is decreasing, its mean over an interval cannot exceed its larger end value; because $g$ is positive, that value is below the sum of both:
\begin{equation}
W_{kl}\le\max\{g(E_k),g(E_l)\}\le g(E_k)+g(E_l).
\end{equation}
With \eqref{eq:X} and \eqref{eq:D} this gives $0\le\langle X\rangle\le2\langle D\rangle$, hence $|\langle D-X\rangle|\le\langle D\rangle$ for every $v$. The error factors $\mu$ of \eqref{eq:main} are real, since $D-X$ is symmetric and $A+D$ positive definite. For an eigenvector $v$,
\begin{equation}
|\mu|=\frac{|\langle v|D-X|v\rangle|}{\langle v|A+D|v\rangle}
\le\frac{\langle v|D|v\rangle}{\langle v|A|v\rangle+\langle v|D|v\rangle}<1 .
\label{eq:bound}
\end{equation}
So the undamped scheme converges from any start close enough to the solution, however large $\lambda_{\max}$ is. This does not prove convergence from a distant start.

For weak screening, $D\ll A$, the factors tend to zero. For strong screening, $D\gg A$, the bound approaches 1, and the speed depends on how well $D$ imitates $X$.

The sign of $\mu$ is not fixed. By \eqref{eq:X} and \eqref{eq:D}, $D-X$ compares the average of two end values of $g$ with its mean over the interval. At $T=0$, with $E_1<0<E_2$, these are $g_0/2$ and $g_0|E_1|/(E_2-E_1)$. The pair contributes negatively when the Fermi level lies above the midpoint of the two levels.

The proof relies on two-dimensional subbands. In a quantum wire at $T=0$, $N\propto\sqrt{-E}$ for $E<0$, so $g\propto1/(2\sqrt{-E})$ rises towards the Fermi level. For $E_k=-a$ and an empty level at $E_l=c>0$, in the same units, $W_{kl}=\sqrt a/(a+c)$ exceeds $g(E_k)+g(E_l)=1/(2\sqrt a)$ when $a>c$. The proof then fails, which does not show that the scheme diverges. A density-dependent exchange-correlation potential would also add terms not covered here.

\section{Solving the predictor equation}

Let $\Phi(E)=\int_E^\infty N\,dE'$, so that $\Phi'=-N$ and $\Phi''=g>0$. The predictor equation is the condition for a minimum of
\begin{equation}
F[V]=\tfrac12\langle V|A|V\rangle+\langle N_D-b|V\rangle
+\sum_k\int\psi_{k,\rm old}^2\,\Phi(E_{k,\rm old}+V-V_{\rm old})\,dz ,
\end{equation}
whose gradient is $R=AV-b+N_D-\tilde n$. The positive definite quadratic term and $\Phi''>0$ make $F$ strictly convex, and with $\Phi\ge0$ the quadratic term makes it grow in all directions, so there is one minimum. The procedure is as follows.
\begin{enumerate}
\item Diagonalize the Schrödinger operator for $V_{\rm old}$.
\item Starting from $V=V_{\rm old}$, repeat the Newton step $(A+\tilde D)\,\delta=-R$, where $\tilde D=\sum_k\psi_{k,\rm old}^2\,g(E_{k,\rm old}+V-V_{\rm old})$. Halve $\delta$ until $\|R\|$ falls.
\item Replace $V_{\rm old}$ by the full result and return to step 1, until the change is below tolerance.
\end{enumerate}
A short enough step does reduce $\|R\|$, since the slope of $\tfrac12\|R\|^2$ along $\delta$ is $\langle R|(A+\tilde D)\delta\rangle=-\|R\|^2$. This halving safeguards the solution of one equation; it is not mixing between outer iterations.

The last change $s=e_{j+1}-e_j$ also bounds the remaining error. In the norm $\|e\|^2=\langle e|A+D|e\rangle$ and the linear regime, $\|e_{j+1}\|\le\rho\|e_j\|\le\rho(\|s\|+\|e_{j+1}\|)$ with $\rho=\max|\mu|$, so
\begin{equation}
\|e_{j+1}\|\le\frac{\rho}{1-\rho}\,\|s\| .
\label{eq:stop}
\end{equation}

\section{A modulation-doped well}

The example uses round model parameters: $m=0.07\,m_e$, offset 0.3~eV, $V_G=0.3$~eV, and relative permittivity 13 in the well and 12 elsewhere. The stack is 70~nm long, with donors of density $2.5\times10^{18}$~cm$^{-3}$ at 15--25~nm and the well at 30--50~nm. The numerical output lists the results.

At 77~K, $k_BT=6.635$~meV, $E_1=-25.46$~meV and $E_2=7.43$~meV. The sheet density is $8.03\times10^{11}$~cm$^{-2}$, centred 36.5~nm from the gate. The first subband has
\begin{equation}
g(E_1)=\frac{2.924\times10^{13}}{1+e^{-25.46/6.635}}
=2.86\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.
\end{equation}
With $12\varepsilon_0/q^2=0.663$~eV$^{-1}$nm$^{-1}$, the thin-sheet estimate is $0.286\times36.54/0.663=15.8$. The first subband's own centroid gives 15.6, the integral in \eqref{eq:lower} gives 14.6, and the full value is $\lambda_{\max}=18.5$. The second subband accounts for much of the rise above 14.6: $g(E_2)=0.246\,g_0$ against $g(E_1)=0.979\,g_0$, and at equal position it would raise 14.6 to $14.6\times1.225/0.979=18.3$.

The feedback can be followed directly. A rigid rise of 5~meV removes $1.69\times10^{11}$~cm$^{-2}$. Treated as a thin sheet at 36.5~nm with the barrier permittivity throughout, this missing charge lowers the potential energy there by $0.00169\times36.5/0.663=0.093$~eV. The finite thickness of the layer and the higher permittivity of the well reduce this to 0.088~eV, about 18 times the original error and of opposite sign. From a flat start, undamped plain iteration alternates between a stack empty of electrons and a total of $6.6\times10^{13}$~cm$^{-2}$, about three quarters of it in the well, and its potential still changes by 40~eV at iteration 40.

Mixing must stay below $2/19.54=0.102$. At 0.9 of this limit an error falls by a factor 0.0025 in 60 steps, near the value $(1-0.092)^{60}=0.003$ expected for modes with $\lambda\simeq0$. At 1.1 of the limit it grows by $2.5\times10^4$.

From the same flat start the predictor-corrector changes $V$ by 0.47~eV in its first iteration, and the sheet density is then 1.5\% above its final value. The next change is 1.7~meV. The third change is 0.056 of the second, and from the fifth iteration on the changes shrink by about 0.073 per iteration, which agrees with the largest of the computed factors, $-0.0085\le\mu\le0.0734$. Both signs can be traced to pairs of subbands. For levels 1 and 2 the average end value is $0.61\,g_0$, while
\begin{equation}
W_{12}=\frac{(7.486-0.548)\times10^{11}}{0.03289}
=2.11\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}=0.72\,g_0 ,
\end{equation}
a negative contribution to $D-X$. For levels 1 and 3 the values are $0.49\,g_0$ and $0.31\,g_0$, a positive one. This pair is one of several: in the mode with $\mu=0.0734$, levels 1 and 4 contribute more than levels 1 and 3.

To reduce a 1~meV error to $10^{-8}$~eV takes 108 iterations with the best mixing and 4 with the predictor. Equation~\eqref{eq:best} gives a factor $18.54/20.54=0.903$, hence $\ln10^5/0.102\simeq113$ iterations. The predictor's factor 0.0734 gives $\ln10^5/2.61=4.4$, so an error lying in its slowest mode would need 5 iterations; the count of 4 belongs to this particular starting error. Each count includes one diagonalization per iteration; the predictor also needs its inner Newton steps.

The local shift is not exact for a tilt. For 0.1~meV/nm about the charge centroid, the integrated density error is $2.5\times10^9$~cm$^{-2}$, against $1.4\times10^{10}$~cm$^{-2}$ if the density is frozen.

Counting from the flat start to a change below $10^{-10}$~eV, at 10~K the factors reach $-0.19$ and 12 iterations are needed; at 300~K the largest is 0.039 and 7 suffice. In tests on 30 random potentials the bounds $0\le X\le2D$ held and no $|\mu|$ exceeded 0.16. At 77~K, three very different starts led to the same solution in 9 iterations each, which supports convergence from afar for this device without proving it in general.

By \eqref{eq:stop}, the iteration error at the end is below 0.08 of the last change, which was $1.5\times10^{-11}$~eV at its largest point; the factor refers to the norm used there. Discretization matters far more: halving the 0.5~nm grid step changes the sheet density by 0.04\%, $E_1$ by 0.01~meV, $E_2$ by 0.08~meV and $E_3$ by 0.3~meV. A tolerance near $10^{-6}$~eV would therefore serve for this grid.

\section*{Computed values}
\begin{verbatim}
Mass 0.07 m_e; offset 0.3 eV; V at gate 0.3 eV
Stack 70.0 nm; well (30.0, 50.0) nm; doped layer (15.0, 25.0) nm
Relative permittivity: well 13.0, barrier 12.0
Donor density 2.50e+18 cm^-3; donor sheet 2.500e+12 cm^-2
Grid step 0.5 nm; kT at 77 K 6.635 meV
Subband density of states 2.924e+13 cm^-2 eV^-1
Empty square well E1: grid 10.371, matching 10.416 meV
Predictor-corrector from V = 0.3 eV everywhere:
  iteration 1: max change 4.69e-01 eV, sheet density 8.15202e+11 cm^-2
  iteration 2: max change 1.69e-03 eV, sheet density 8.03777e+11 cm^-2
  iteration 3: max change 9.44e-05 eV, sheet density 8.03498e+11 cm^-2
  iteration 4: max change 7.05e-06 eV, sheet density 8.03482e+11 cm^-2
  iteration 5: max change 5.11e-07 eV, sheet density 8.03481e+11 cm^-2
  iteration 6: max change 3.74e-08 eV, sheet density 8.03481e+11 cm^-2
  iteration 7: max change 2.74e-09 eV, sheet density 8.03481e+11 cm^-2
  iteration 8: max change 2.01e-10 eV, sheet density 8.03481e+11 cm^-2
  iteration 9: max change 1.48e-11 eV, sheet density 8.03481e+11 cm^-2
Iterations to a change below 1e-10 eV: 9
Iterations from V = 0: 9
Iterations from electron-free potential: 9
Subband energies E1, E2, E3 from E_F: -25.460, 7.428, 55.917 meV
Subband sheet densities 1, 2, 3: 7.486e+11, 5.482e+10, 4.246e+07 cm^-2
Total sheet density 8.0348e+11 cm^-2; centroid 36.54 nm
Fraction of electrons in the doped layer 4.92e-05
Lowest band edge in the doped layer 129.3 meV
Halved grid step: sheet density 8.0314e+11 cm^-2, E1 -25.469 meV
Rigid shift of +5 meV changes sheet density by -1.688e+11 cm^-2
Tilt 0.1 meV/nm, integrated |density error|: frozen 1.40e+10, predicted 2.53e+09 cm^-2
lambda_max 18.540; one-subband bound 14.585; thin-sheet estimate 15.624
Critical mixing fraction 0.1024; best fraction 0.0974
Predictor error factors: from -0.0085 to 0.0734
Observed late reduction per iteration 0.0734
Mixing at 0.9 of critical: error times 2.46e-03 in 60 steps
Mixing at 1.1 of critical: error times 2.55e+04 in 60 steps
Undamped plain iteration, sheet densities 1-4: 6.61e+13, 2.21e-148, 6.61e+13, 2.21e-148 cm^-2
Its change at iteration 40: 40.451 eV
Iterations from 1 meV to 1e-8 eV error: best mixing 108, predictor 4
T = 10 K: 12 iterations, sheet density 8.002e+11 cm^-2,
  lambda_max 15.063, predictor factors -0.1886 to 0.0635
T = 300 K: 7 iterations, sheet density 8.418e+11 cm^-2,
  lambda_max 12.581, predictor factors 0.0000 to 0.0393
Largest |predictor factor| in 30 random potentials: 0.1592
\end{verbatim}
